# Oxygen exchange in thin oxide films: surface reaction versus diffusion control

An oxide film of thickness $L$ lies on a substrate that oxygen cannot cross. Its outer face is open to oxygen gas. At time zero the oxygen pressure is raised abruptly, and oxygen enters the film by filling vacancies. How long the film takes to reach its new composition, and how this time depends on $L$, is the subject of the problem.

Let $x$ run from the substrate, $x=0$, to the open face, $x=L$. The vacancy concentration is $c(x,t)$, initially uniform, and $c_{\rm eq}$ is its value in equilibrium with the new gas. Vacancies and their electrons move together with a chemical diffusion coefficient $D$, taken as constant. The film is wide, so only $x$ matters.

The example is a model of an amorphous indium-gallium-zinc oxide transistor channel annealed in oxygen: $L=50$ nm, temperature $573$ K, final pressure $p=150$ Torr, $c_{\rm eq}=10^{18}\ \mathrm{cm^{-3}}$ and $D=10\ \mathrm{nm^2/s}$. The surface exchange coefficient, defined in part (a), is $k=0.01$ nm/s. The values of $k$ and $D$ are round choices, not measurements.

## (a) From the surface reaction to an exchange coefficient

**Oxygen enters by $\tfrac12\mathrm{O_2}+\mathrm V+2e\rightleftharpoons\mathrm O$, where V is a doubly ionised vacancy. Assume mass-action kinetics, with all electrons supplied by these vacancies. Find the net rate near equilibrium.**

The forward rate per unit area is $K\sqrt p\,c\,n^2$, with $K$ a rate constant and $n$ the electron concentration. Since vacancies are dilute, nearly all oxygen sites are occupied, and the reverse rate is a constant $R_0$. Neutrality gives $n=2c$, so the net rate of vacancy filling is

$$R=4K\sqrt p\,c^3-R_0 .$$

At equilibrium $R=0$, hence $4K\sqrt p\,c_{\rm eq}^3=R_0$. This gives $c_{\rm eq}\propto p^{-1/6}$ and

$$R=R_0\left[\left(\frac{c}{c_{\rm eq}}\right)^3-1\right].$$

Here $c$ is the concentration at the open face. Put $c=c_{\rm eq}+\delta$ and keep the first order in $\delta/c_{\rm eq}$:

$$R\simeq k\,\delta,\qquad k=\left.\frac{dR}{dc}\right|_{c_{\rm eq}}=\frac{3R_0}{c_{\rm eq}} .$$

The coefficient $k$ has the dimension of a velocity. The factor 3 is the forward order in $c$ minus the reverse order. A mechanism that moves part of the dependence into the reverse rate, $R=R_0[(c/c_{\rm eq})^a-(c/c_{\rm eq})^{a-3}]$, has the same $k$ at the same $R_0$ and differs only far from equilibrium. A different defect chemistry, as in part (g), replaces 3 by another number $m$, with $k=mR_0/c_{\rm eq}$. The linear law near equilibrium keeps its form.

For the example, $k=10^{-9}$ cm/s, so

$$R_0=\frac{10^{-9}\times10^{18}}{3}=3.3\times10^8\ \mathrm{cm^{-2}\,s^{-1}} .$$

## (b) A film that stays uniform

**Suppose diffusion evens out the composition quickly. Find the relaxation law for a small step, and the condition for this supposition to hold.**

The film holds $Lc$ vacancies per unit area and loses them through one face at the rate $k\delta$. Since $c_{\rm eq}$ is constant after the step,

$$L\frac{d\delta}{dt}=-k\delta
\quad\Longrightarrow\quad
\delta(t)=\delta_0e^{-t/\tau},\qquad \tau=\frac Lk .$$

The thickness enters once, through the number of vacancies to be filled per unit area of surface.

To find the condition, note that in nearly uniform decay every slice loses vacancies at the same rate. The outward flux therefore grows linearly, from zero at the substrate to $k\delta$ at the open face:

$$-D\frac{\partial\delta}{\partial x}=k\delta\,\frac xL .$$

With $\delta$ on the right treated as constant, integration over the film gives the difference between its two faces:

$$\delta(0)-\delta(L)\simeq\frac{k\delta}{DL}\,\frac{L^2}{2}=\frac B2\,\delta,
\qquad B=\frac{kL}{D}.$$

The film is nearly uniform when $B\ll1$. In the example,

$$B=\frac{0.01\times50}{10}=0.05,\qquad
\frac Lk=\frac{50}{0.01}=5000\ \mathrm s=1.39\ \mathrm h .$$

The estimated difference across the film is 2.5 per cent of the excess.

## (c) Adding the time for diffusion

**Keep the linear surface law but allow any $B$. Find the area under the decay curve of the mean excess, normalised to start at one.**

For a single exponential this area equals the time constant, so it is a useful measure of the relaxation time. The excess obeys

$$\frac{\partial\delta}{\partial t}=D\frac{\partial^2\delta}{\partial x^2},\qquad
\left.\frac{\partial\delta}{\partial x}\right|_{0}=0,\qquad
-D\left.\frac{\partial\delta}{\partial x}\right|_{L}=k\,\delta(L,t).$$

The first boundary condition blocks the substrate; the second equates the diffusive flux to the reaction rate. Define $S(x)=\int_0^\infty\delta(x,t)\,dt$ and integrate the diffusion equation over time. The excess starts at $\delta_0$ and ends at zero, so

$$-\delta_0=D\,S''(x).$$

With $S'(0)=0$, one integration gives $S'(x)=-\delta_0x/D$. The time-integrated surface condition is $-DS'(L)=kS(L)$, which gives $S(L)=\delta_0L/k$. Integrating inward from the surface,

$$S(x)=\delta_0\left[\frac Lk+\frac{L^2-x^2}{2D}\right].$$

The film average of $L^2-x^2$ is $L^2-L^2/3=2L^2/3$. Dividing the average of $S$ by $\delta_0$ gives

$$T=\frac Lk+\frac{L^2}{3D}.$$

Within the linear model this holds for every $B$: the reaction and diffusion contributions add. They are equal at $L=3D/k$, which is 3000 nm here. For the 50 nm film,

$$T=5000+\frac{2500}{30}=5083\ \mathrm s ,$$

so diffusion adds 1.7 per cent to the reaction time.

If both faces are open and have the same $k$, symmetry makes the flux vanish at the midplane. Each half is then a one-sided film of thickness $L/2$, and

$$T_{\rm two}=\frac{L}{2k}+\frac{L^2}{12D}=2500+20.8=2521\ \mathrm s .$$

## (d) The shape of the decay

**Find the decay modes and the weight of each in the mean excess.**

Try $\delta=f(x)e^{-t/\tau}$. The condition at the substrate selects $f=\cos(\beta x/L)$, and the diffusion equation gives $\tau=L^2/(D\beta^2)$. At the open face,

$$\frac{D\beta}{L}\sin\beta=k\cos\beta
\quad\Longrightarrow\quad \beta\tan\beta=B .$$

There is one root $\beta_j$ in each interval from $j\pi$ to $j\pi+\pi/2$, with $j=0,1,2,\dots$ The smallest, $\beta_0$, gives the slowest time $\tau_0$.

Two different modes $f_i,f_j$ are orthogonal, because

$$\frac{\beta_i^2-\beta_j^2}{L^2}\int_0^Lf_if_j\,dx=\Big[f_if_j'-f_jf_i'\Big]_0^L=0 .$$

The bracket vanishes at $x=0$ because both slopes are zero, and at $x=L$ because both modes satisfy $f'=-(k/D)f$. A uniform start therefore has the expansion coefficient $\delta_0\int f_j\,dx/\int f_j^2\,dx$. Averaging the mode over the film supplies another factor $\int f_j\,dx/L$, so the weight in the normalised mean is

$$A_j=\frac{\left(\int_0^L f_j\,dx\right)^2}{L\int_0^L f_j^2\,dx}.$$

The integrals are

$$\int_0^L f_j\,dx=\frac{L\sin\beta_j}{\beta_j},\qquad
\int_0^L f_j^2\,dx=\frac L2\left(1+\frac{\sin\beta_j\cos\beta_j}{\beta_j}\right).$$

From $\tan\beta_j=B/\beta_j$ follow $\sin^2\beta_j=B^2/(\beta_j^2+B^2)$ and $\sin\beta_j\cos\beta_j=B\beta_j/(\beta_j^2+B^2)$. Substitution gives

$$A_j=\frac{2B^2}{\beta_j^2(\beta_j^2+B^2+B)} .$$

The normalised mean excess is $\sum_jA_je^{-t/\tau_j}$.

## (e) Thin and thick films

**Find the slowest time for small and large $B$. What would go wrong if the thick-film law were applied to the 50 nm film?**

For small $B$, expand the root condition:

$$\beta^2+\frac{\beta^4}{3}+\frac{2\beta^6}{15}+\dots=B .$$

Insert $\beta^2=B+aB^2+bB^3$. The terms in $B^2$ require $a+\tfrac13=0$. Those in $B^3$ require $b+\tfrac{2a}{3}+\tfrac2{15}=0$, so $b=\tfrac29-\tfrac2{15}=\tfrac4{45}$. Then

$$\frac1{\beta_0^2}=\frac1B\left[1+\frac B3+\left(\frac19-\frac4{45}\right)B^2+\dots\right]
=\frac1B+\frac13+\frac B{45}+\dots$$

and multiplication by $L^2/D$ gives

$$\tau_0=\frac Lk+\frac{L^2}{3D}+\frac{kL^3}{45D^2}+\dots$$

The third term is 0.3 s in the example. Inserting the same expansion of $\beta_0^2$ in the weight gives

$$\frac1{A_0}=\left(1-\frac B3+\frac{4B^2}{45}\right)\left(1+\frac B3+\frac{2B^2}{45}\right)+\dots
=1+\frac{B^2}{45}+\dots$$

Thus $A_0\simeq1-B^2/45$. For $B=0.05$ the numerical root gives $1-A_0=5.4\times10^{-5}$: the mean excess is very nearly one exponential from the start. After an hour, $e^{-3600/5084}=0.49$ of a small initial excess remains.

For large $B$, $\tan\beta_0$ must be large, so $\beta_0$ approaches $\pi/2$ from below. Write $\beta_0=\pi/2-\epsilon$. Since $\tan\beta_0\simeq1/\epsilon$, the root condition gives $\epsilon\simeq\pi/(2B)$, and

$$\tau_0\simeq\frac{4L^2}{\pi^2D}\left(1+\frac2B\right).$$

Here diffusion sets the time, and the thickness enters squared: a thicker film has both more vacancies to fill and a longer path. With $k$ and $D$ held fixed, the local exponent $d\ln\tau_0/d\ln L$ is 1.02 at 50 nm, 1.27 at 1000 nm, where $B=1$, and 1.91 at 20 000 nm.

Pure diffusion would relax the 50 nm film with a slowest time constant of only 101 s. If its actual slowest time were read with the diffusion law, the inferred coefficient would be

$$D_{\rm false}=\frac{4L^2}{\pi^2\tau_0}=\frac{4\times2500}{\pi^2\times5084}=0.20\ \mathrm{nm^2/s},$$

fifty times below the true value. For $B\ll1$, $D_{\rm false}\simeq4kL/\pi^2$, which grows with thickness as no material constant should. A second film exposes the error, provided that temperature, gas, surface and material are unchanged. Doubling $L$ to 100 nm gives $\tau_0=10\,336$ s, a factor 2.03 instead of the factor 4 of the diffusion law.

## (f) A large change of pressure

**Let the initial concentration be $3c_{\rm eq}$. Find the relaxation law of a uniform film with the full surface rate of part (a), and judge whether the film remains uniform.**

Because $c_{\rm eq}\propto p^{-1/6}$, this step requires a pressure ratio $3^6=729$, from 0.206 to 150 Torr. With $u=c/c_{\rm eq}$ and $R_0=kc_{\rm eq}/3$, the balance $L\,dc/dt=-R$ becomes

$$\frac{du}{dt}=-\frac{k}{3L}(u^3-1).$$

Separate the variables and use

$$\frac1{u^3-1}=\frac13\left[\frac1{u-1}-\frac{u+2}{u^2+u+1}\right].$$

For the second fraction, write $u+2=\tfrac12(2u+1)+\tfrac32$; its two parts integrate to a logarithm and an arctangent. For $u>1$ the result is

$$t=\frac{3L}{k}\,[G(u_0)-G(u)],$$

$$G(u)=\frac{\ln(u-1)}3-\frac{\ln(u^2+u+1)}6-\frac1{\sqrt3}\arctan\frac{2u+1}{\sqrt3}.$$

For fixed initial and final $u$, the time is still proportional to $L$. As long as the film stays uniform, the linear thickness law therefore survives the large step, but the single exponential does not. Near equilibrium $u^3-1\simeq3(u-1)$, so the tail again has the time constant $L/k$.

The excess falls to $1/e$ of its initial value when $u=1+2/e=1.736$. There $G(3)-G(1.736)=0.124$, and

$$t_{1/e}=15\,000\ \mathrm s\times0.124=1860\ \mathrm s .$$

This is well below 5000 s because the cubic rate is steep far from equilibrium. The speed-up rests on the assumed constant reverse rate: for the rate law $R_0(u^a-u^{a-3})$, which has the same $k$, the same step takes about 4060, 9080 and 20 800 s for $a=2$, 1 and 0. For a start at $1.1c_{\rm eq}$ the time is 4698 s, already close to the small-step value.

The faster reaction also strains the assumption of uniformity. The ratio of surface flux to excess is now

$$\frac{k(u^3-1)/3}{u-1}=k\,\frac{u^2+u+1}{3},$$

so the condition becomes $B(u^2+u+1)/3\ll1$. At $u=3$ the left side is $0.05\times13/3=0.22$. A numerical solution of the diffusion equation with the cubic surface rate gives $t_{1/e}=2008$ s, 8 per cent above the uniform-film result.

## (g) The model beside a real channel film

**Which neglected effects matter for these numbers?**

The thickness and temperature were chosen as plausible values for a channel layer, and $k$ was chosen to give a response time of about an hour, so the 1.39 h is not a prediction for a particular film. The electron density $2\times10^{18}\ \mathrm{cm^{-3}}$ is high for a switching channel: depleting 50 nm of it takes about 4.5 V of band bending at a relative permittivity of 10. The order 3 requires nearly all vacancies to be doubly ionised, and at this density shallow levels are not enough. With isolated-donor statistics and the band parameters used below, levels at the band edge leave 77 per cent of the vacancies doubly ionised at $c_{\rm eq}$ and give an order of about 2.6. An effective-mass double donor, with ionisation energies of about 0.08 and 0.19 eV, is mostly singly ionised and gives an order of about 1.8. Vacancies with deep levels keep their electrons. If nearly all are neutral, the reaction becomes $\tfrac12\mathrm{O_2}+\mathrm V\rightleftharpoons\mathrm O$, with order 1 and $c_{\rm eq}\propto p^{-1/2}$. The numbers that depend on the order 3 therefore apply only to a film whose vacancies bind no electrons at these densities, for example because their levels lie about 0.1 eV or more above the band edge.

Real films can also break the assumption that vacancies supply all the electrons, since hydrogen, for example, can donate too. With background donors of concentration $N$, $n=2c+N$, and the order of the forward rate in $c$ is

$$m=1+2\frac{d\ln n}{d\ln c}=1+\frac{4c}{2c+N}.$$

An assumed $N=5\times10^{17}\ \mathrm{cm^{-3}}$ changes $m$ at $c_{\rm eq}$ from 3 to 2.6. At fixed $R_0$ and $c_{\rm eq}$ this lowers $k$ by 13 per cent and raises $L/k$ by 15 per cent. If $k$ itself is measured with a small step under the final conditions, it already contains this effect for small steps. For a large step the donors also change the form of the rate law, which becomes proportional to $c(2c+N)^2$ in the forward direction.

The light electron mass, roughly 0.34 of the free mass, gives a small density of band states, $1.3\times10^{19}\ \mathrm{cm^{-3}}$ at 573 K. Replacing $n$ in the rate by the electron activity of a parabolic band raises the order to 3.11 at $c_{\rm eq}$ and 3.32 at $3c_{\rm eq}$. Degeneracy is thus a correction of 4 per cent to $k$ at fixed $R_0$ and $c_{\rm eq}$, and a larger one early in the threefold step.

Temperature has a stronger effect. With an assumed activation energy of 1.5 eV, a rise of 10 K multiplies $k$ by 1.68 and shortens $L/k$ from 5000 to about 3000 s. The same extrapolation to 300 K gives $L/k\sim5\times10^{15}$ s, so in this model exchange is frozen after cooling. That conclusion depends on one activation energy holding over the whole range.

Neutrality fails within about a screening length of the surface. Vacancies of charge 2 and electrons of charge 1 contribute $4c+2c=6c$ to the screening, so the length is $\sqrt{\varepsilon k_{\rm B}T/(6e^2c)}$, where $\varepsilon$ is the permittivity. For a rough relative permittivity of 10 it is 2.1 nm, or 4 per cent of the thickness. This length is only a rough scale, because it is shorter than the 10 nm mean spacing of the vacancies and a sphere of that radius holds about 0.1 charges on average. Coulomb interaction between the charges, neglected in the mass-action law, can therefore change the order by more than degeneracy does. The neutral-film description is plausible for the interior at this concentration, but the length grows as $c^{-1/2}$ and reaches 43 per cent of the thickness at $c=10^{16}\ \mathrm{cm^{-3}}$. A surface field could also change $k$.

Gas supply is no limit here: even at the start of the threefold step, the film takes up about one in $10^{13}$ of the arriving oxygen molecules. A covering layer or electrode would change the surface condition, and the value of $k$ for an open face would then no longer apply.

The numerical output lists the remaining values for these cases.

## Numbers as computed

```
Film thickness L: 50 nm
Exchange coefficient k: 0.010 nm/s
Chemical diffusion coefficient D: 10.0 nm^2/s
Anneal temperature: 573 K
Oxygen pressure: 150 Torr
Final vacancy concentration: 1.00e+18 cm^-3
Exchange rate R0: 3.333e+08 O atoms/(cm^2 s)
B = kL/D: 0.0500
Thickness D/k where B = 1: 1000 nm
Thickness 3D/k of equal times: 3000 nm
Reaction time L/k: 5000.0 s
Reaction time L/k: 1.389 h
Diffusion part L^2/(3D): 83.33 s
Area time, sum of both: 5083.33 s
Area time from flux-balance solve: 5083.33 s
First root beta: 0.22176
Slowest time from root: 5083.61 s
Slowest time from operator: 5083.61 s
One minus slowest-mode weight: 5.42e-05
Relative composition difference: 2.45 %
Slowest time at double thickness: 10335.5 s
Pure diffusion time 4L^2/(pi^2 D): 101.3 s
False D from diffusion law: 0.1993 nm^2/s
Area time with two open faces: 2520.83 s
Excess left after 3600 s: 49.3 %
Thickness exponent at 5 nm: 1.0017
Thickness exponent at 50 nm: 1.0165
Thickness exponent at 1000 nm: 1.2701
Thickness exponent at 20000 nm: 1.9053
Thickness exponent at 1000000 nm: 1.9980
Start c/c_eq: 1.1; pressure before: 84.671 Torr
  1/e time, uniform film: 4698 s
  1/e time, with diffusion: 4786 s
Start c/c_eq: 3.0; pressure before: 0.206 Torr
  1/e time, uniform film: 1860 s
  1/e time, with diffusion: 2008 s
Tail time constant, large-step law: 4997 s
Electron mass ratio (rough): 0.34
Band density of states: 1.313e+19 cm^-3
Reaction order, degenerate, final c: 3.107
Reaction order, degenerate, 3 c_eq: 3.319
Background donors assumed: 5.0e+17 cm^-3
Reaction order with these donors: 2.600
Relative permittivity (rough): 10
Screening length: 2.13 nm
Screening length over thickness: 4.3 %
O2 arrival flux: 3.89e+22 molecules/(cm^2 s)
Largest uptake over arrival: 1.1e-13
Activation energy of k assumed: 1.5 eV
Factor in k for +10 K: 1.684
L/k at 300 K: 5.1e+15 s
```
